**Coalescence of 2:1 methyl exchange in trimethylaluminium dimer**

The program tests the condition $4(1-q)^3=27d^2q^2$ for loss of the minor NMR maximum, where $d$ is the population difference, $q=2k_{ex}^2/\Delta\omega^2$, $k_{ex}$ is the sum of the two one-way rate constants and $\Delta\omega$ is the angular frequency separation. It asserts agreement with coalescence rates located in numerically solved exchange spectra for five major-site populations from 0.5 to 0.9. For the 2:1 dimer it also asserts the closed form for $q$, the analytic line shape, and the positions of the surviving peak and the inflection. Enumeration of methyl choices, random methyl histories and a model with an explicit monomer site test the kinetic scheme and the identity of $k_{ex}$ with the dissociation rate constant for full splitting. For a separation of 440 Hz the output gives $k_{ex}=1325\ \mathrm{s^{-1}}$, against 977 s⁻¹ from the equal-population formula. The surviving peak lies 33 Hz from the terminal line, while the weighted mean lies 147 Hz from it. The output also sizes the effects of intrinsic width, monomer, limited visibility of the dip, and errors in temperature and separation.

## Verification by program

```python
"""
Coalescence of terminal and bridging methyl NMR lines in Al2Me6.

Result under test: for populations p_t and p_b, d = p_t - p_b, the minor
maximum vanishes when 4(1-q)^3 = 27 d^2 q^2, q = 2 k_ex^2 / domega^2.
k_ex = k_tb + k_bt is the sum of the terminal-to-bridge and bridge-to-terminal
rate constants; domega = 2 pi dnu is the angular frequency separation.
For p_t:p_b = 2:1, q has the closed form evaluated below. If the dimer splits
and its fragments lose memory of the bridge, k_ex is the dissociation rate k_d.
Frequencies are offsets from the terminal line, positive towards the bridge.
"""
import itertools
import numpy as np
from scipy.constants import Boltzmann, Planck, R
from scipy.linalg import expm
from scipy.optimize import brentq

# Rough conditions for the example
spectrometer_mhz = 400.0
separation_ppm = 1.1
temperature = 245.0
activation_enthalpy = 80e3
intrinsic_width_hz = 2.0
monomer_fraction = 1e-3
dnu = spectrometer_mhz * separation_ppm
domega = 2 * np.pi * dnu
grid_hz = np.linspace(-20.0, dnu + 20.0, 4801)


def two_site(k_ex, p_t=2/3):
    """Loss matrix, site frequencies in Hz, and populations."""
    p_b = 1 - p_t
    loss = k_ex * np.array([[p_b, -p_t], [-p_b, p_t]])
    return loss, np.array([0.0, dnu]), np.array([p_t, p_b])


def with_monomer(k_d, fraction):
    """Terminal, bridge and explicit monomer sites."""
    k_return = k_d * (1 - fraction) / fraction
    loss = np.array([[k_d, 0, -2*k_return/3],
                     [0, k_d, -k_return/3],
                     [-k_d, -k_d, k_return]])
    populations = np.array([2*(1-fraction)/3, (1-fraction)/3, fraction])
    return loss, np.array([0.0, dnu, -dnu]), populations


def spectrum(model, offsets=grid_hz, width_hz=0.0):
    """Absorption from direct solution of the exchange equations."""
    loss, sites, populations = model
    identity = np.eye(len(sites))
    matrices = (loss + np.pi * width_hz * identity
                - 2j*np.pi*np.diag(sites)
                + 2j*np.pi*np.asarray(offsets)[:, None, None]*identity)
    response = np.linalg.solve(matrices, populations[:, None])
    return response[:, :, 0].sum(axis=1).real


def minima(intensity):
    slope = np.diff(intensity)
    return np.where((slope[:-1] < 0) & (slope[1:] > 0))[0] + 1


def numerical_coalescence(model_at_rate, width_hz=0.0):
    low, high = dnu, 6*dnu
    assert len(minima(spectrum(model_at_rate(low), width_hz=width_hz))) == 1
    assert len(minima(spectrum(model_at_rate(high), width_hz=width_hz))) == 0
    for _ in range(26):
        middle = (low + high) / 2
        if len(minima(spectrum(model_at_rate(middle), width_hz=width_hz))):
            low = middle
        else:
            high = middle
    return (low + high) / 2


def formula_coalescence(p_t):
    difference = 2*p_t - 1
    q = brentq(lambda z: 4*(1-z)**3 - 27*difference**2*z**2, 0, 1)
    return domega * np.sqrt(q/2)


def barrier(rate, temp=temperature):
    return R * temp * np.log(Boltzmann*temp/(Planck*rate)) / 1000


# General coalescence condition against spectra
for p_t in (0.5, 0.6, 2/3, 0.8, 0.9):
    direct = numerical_coalescence(lambda k: two_site(k, p_t))
    assert abs(direct/formula_coalescence(p_t) - 1) < 2e-4

# Closed result for the 2:1 case against the spectrum
q_dimer = (3 + np.cbrt(16*np.sqrt(2)-13) - np.cbrt(16*np.sqrt(2)+13)) / 4
k_ex = domega * np.sqrt(q_dimer/2)
k_tb, k_bt = k_ex/3, 2*k_ex/3
k_direct = numerical_coalescence(two_site)
assert abs(k_direct/k_ex - 1) < 1e-4

# Equal-population formula against its own numerical case
k_equal = np.pi*dnu/np.sqrt(2)
equal_direct = numerical_coalescence(lambda k: two_site(k, 0.5))
assert abs(equal_direct/2/k_equal - 1) < 2e-4

# Analytic line shape against matrix solution
omega = 2*np.pi*grid_hz
mean_omega = domega/3
analytic = (k_ex*(2/9)*domega**2
            / (omega**2*(omega-domega)**2 + k_ex**2*(omega-mean_omega)**2))
critical_spectrum = spectrum(two_site(k_ex))
assert np.allclose(analytic, critical_spectrum, rtol=1e-9, atol=0)

# Location of the surviving peak and horizontal inflection
r = np.cbrt(q_dimer/6)
peak_hz = dnu*(1-2*r)/2
inflection_hz = dnu*(1+r)/2
assert abs(grid_hz[np.argmax(critical_spectrum)] - peak_hz) < 0.11
left, centre, right = spectrum(two_site(k_ex), inflection_hz+np.array([-1, 0, 1]))
assert abs((right-left)/2*(dnu/2)/centre) < 1e-3
assert abs((right-2*centre+left)*(dnu/2)**2/centre) < 1e-2


# Enumerate which methyl in each opened fragment becomes bridging
def event_probabilities(number_of_fragments):
    terminal_to_bridge = bridge_to_terminal = 0
    outcomes = list(itertools.product(range(3), repeat=number_of_fragments))
    for choices in outcomes:
        for chosen in choices:
            old_types = ("terminal", "terminal", "bridge")
            if old_types[chosen] == "terminal":
                terminal_to_bridge += 1
                bridge_to_terminal += 1
    return (terminal_to_bridge/len(outcomes)/4,
            bridge_to_terminal/len(outcomes)/2)


split_tb, split_bt = event_probabilities(2)
open_tb, open_bt = event_probabilities(1)
assert np.isclose(split_tb, 1/3) and np.isclose(split_bt, 2/3)
assert np.isclose(open_tb + open_bt, 1/2)

# Random methyl histories against the exchange equations
rng = np.random.default_rng(71)
samples = 150000
largest_signal_error = 0.0
for duration in (0.0005, 0.001, 0.002):
    elapsed = np.zeros(samples)
    bridge_time = np.zeros(samples)
    while np.any(elapsed < duration):
        on_bridge = rng.random(samples) < 1/3
        dwell = np.minimum(rng.exponential(1/k_ex, samples), duration-elapsed)
        bridge_time += dwell*on_bridge
        elapsed += dwell
        elapsed[duration-elapsed < 1e-15] = duration
    sampled = np.exp(1j*domega*bridge_time).mean()
    loss, sites, populations = two_site(k_ex)
    propagated = (expm((2j*np.pi*np.diag(sites)-loss)*duration)@populations).sum()
    largest_signal_error = max(largest_signal_error, abs(sampled-propagated))
assert largest_signal_error < 0.012  # over four sampling standard errors

# Explicit monomer and intrinsic broadening
k_rare = numerical_coalescence(lambda k: with_monomer(k, 1e-6))
assert abs(k_rare/k_ex - 1) < 2e-4
k_monomer = numerical_coalescence(lambda k: with_monomer(k, monomer_fraction))
k_broad = numerical_coalescence(two_site, intrinsic_width_hz)
assert abs(k_monomer/k_ex - 1) < 0.01
assert abs(k_broad/k_ex - 1) < 0.05


# Visibility of the minor peak
def relative_dip(rate):
    intensity = spectrum(two_site(rate))
    positions = minima(intensity)
    if len(positions) == 0:
        return 0.0
    valley = positions[0]
    return (intensity[valley:].max()-intensity[valley])/intensity.max()


k_visible = brentq(lambda k: relative_dip(k)-0.01, dnu, k_ex)
dip_at_equal = relative_dip(k_equal)
assert dip_at_equal > 0
assert relative_dip(2*k_equal) == 0


# Temperature predicted if k_equal is mistaken for k_d
def rate_at(temp):
    exponent = -activation_enthalpy/R*(1/temp-1/temperature)
    return k_ex*temp/temperature*np.exp(exponent)


wrong_temperature = brentq(lambda t: rate_at(t)-k_equal, 200, 280)
assert wrong_temperature < temperature

print(f"Proton frequency: {spectrometer_mhz:.0f} MHz")
print(f"Line separation: {separation_ppm:.1f} ppm")
print(f"Line separation: {dnu:.1f} Hz")
print(f"Angular separation: {domega:.1f} rad/s")
print(f"Coalescence temperature (input): {temperature:.1f} K")
print(f"q at 2:1 coalescence: {q_dimer:.5f} (dimensionless)")
print(f"r at 2:1 coalescence: {r:.5f} (dimensionless)")
print(f"k_ex / separation: {k_ex/dnu:.4f} (dimensionless)")
print(f"k_tb / separation: {k_tb/dnu:.4f} (dimensionless)")
print(f"k_bt / separation: {k_bt/dnu:.4f} (dimensionless)")
print(f"Equal-population k / separation: {k_equal/dnu:.4f} (dimensionless)")
print(f"k_ex = k_d for full splitting: {k_ex:.1f} s^-1")
print(f"k_ex from numerical spectra: {k_direct:.1f} s^-1")
print(f"k_tb: {k_tb:.1f} s^-1")
print(f"k_bt: {k_bt:.1f} s^-1")
print(f"Equal-population formula k: {k_equal:.1f} s^-1")
print(f"Equal-population formula 2k: {2*k_equal:.1f} s^-1")
for name, rate in (("k_d", k_ex), ("k_tb", k_tb), ("k_bt", k_bt)):
    print(f"Wrong k / true {name}: {k_equal/rate:.4f} (dimensionless)")
    print(f"Barrier from true {name}: {barrier(rate):.3f} kJ/mol")
    print(f"Barrier error, k read as {name}: {barrier(k_equal)-barrier(rate):+.3f} kJ/mol")
print(f"Wrong 2k / true k_ex: {2*k_equal/k_ex:.4f} (dimensionless)")
print(f"Barrier error, 2k read as k_ex: {barrier(2*k_equal)-barrier(k_ex):+.3f} kJ/mol")
print(f"Barrier from equal-population k: {barrier(k_equal):.3f} kJ/mol")
print(f"RT ln 2: {R*temperature*np.log(2)/1000:.3f} kJ/mol")
print(f"Main peak from terminal line: {peak_hz:.1f} Hz")
print(f"Inflection from terminal line: {inflection_hz:.1f} Hz")
print(f"Weighted average from terminal line: {dnu/3:.1f} Hz")
print(f"Dip at k_ex = equal-population k: {100*dip_at_equal:.2f} % of main peak")
print(f"k_ex when dip is 1% of main peak: {k_visible:.1f} s^-1")
print(f"Rate change for 1% visibility limit: {100*(k_visible/k_ex-1):+.2f} %")
print(f"Activation enthalpy (input): {activation_enthalpy/1000:.1f} kJ/mol")
print(f"Predicted temperature using wrong k as k_d: {wrong_temperature:.2f} K")
print(f"Predicted temperature error: {wrong_temperature-temperature:+.2f} K")
print(f"Intrinsic width (input): {intrinsic_width_hz:.1f} Hz")
print(f"Critical rate change from width: {100*(k_broad/k_ex-1):+.2f} %")
print(f"Methyl fraction in monomer (input): {100*monomer_fraction:.2f} %")
print(f"Monomer offset from terminal (input): {-dnu:.1f} Hz")
print(f"Critical rate change from monomer: {100*(k_monomer/k_ex-1):+.3f} %")
print(f"Barrier change for +1 K reading: {barrier(k_ex, temperature+1)-barrier(k_ex):+.3f} kJ/mol")
print(f"Barrier change for +5% separation: {barrier(1.05*k_ex)-barrier(k_ex):+.3f} kJ/mol")
print(f"Full splitting, k_ex / event rate: {split_tb+split_bt:.3f} (dimensionless)")
print(f"One bridge opening, k_ex / event rate: {open_tb+open_bt:.3f} (dimensionless)")
print(f"Largest random-history signal error: {largest_signal_error:.4f} (dimensionless)")
print("checks complete")
```

It prints:

```
Proton frequency: 400 MHz
Line separation: 1.1 ppm
Line separation: 440.0 Hz
Angular separation: 2764.6 rad/s
Coalescence temperature (input): 245.0 K
q at 2:1 coalescence: 0.45921 (dimensionless)
r at 2:1 coalescence: 0.42457 (dimensionless)
k_ex / separation: 3.0107 (dimensionless)
k_tb / separation: 1.0036 (dimensionless)
k_bt / separation: 2.0071 (dimensionless)
Equal-population k / separation: 2.2214 (dimensionless)
k_ex = k_d for full splitting: 1324.7 s^-1
k_ex from numerical spectra: 1324.7 s^-1
k_tb: 441.6 s^-1
k_bt: 883.1 s^-1
Equal-population formula k: 977.4 s^-1
Equal-population formula 2k: 1954.9 s^-1
Wrong k / true k_d: 0.7378 (dimensionless)
Barrier from true k_d: 44.962 kJ/mol
Barrier error, k read as k_d: +0.619 kJ/mol
Wrong k / true k_tb: 2.2135 (dimensionless)
Barrier from true k_tb: 47.200 kJ/mol
Barrier error, k read as k_tb: -1.619 kJ/mol
Wrong k / true k_bt: 1.1068 (dimensionless)
Barrier from true k_bt: 45.788 kJ/mol
Barrier error, k read as k_bt: -0.207 kJ/mol
Wrong 2k / true k_ex: 1.4757 (dimensionless)
Barrier error, 2k read as k_ex: -0.793 kJ/mol
Barrier from equal-population k: 45.582 kJ/mol
RT ln 2: 1.412 kJ/mol
Main peak from terminal line: 33.2 Hz
Inflection from terminal line: 313.4 Hz
Weighted average from terminal line: 146.7 Hz
Dip at k_ex = equal-population k: 7.14 % of main peak
k_ex when dip is 1% of main peak: 1237.9 s^-1
Rate change for 1% visibility limit: -6.56 %
Activation enthalpy (input): 80.0 kJ/mol
Predicted temperature using wrong k as k_d: 243.16 K
Predicted temperature error: -1.84 K
Intrinsic width (input): 2.0 Hz
Critical rate change from width: -0.43 %
Methyl fraction in monomer (input): 0.10 %
Monomer offset from terminal (input): -440.0 Hz
Critical rate change from monomer: -0.088 %
Barrier change for +1 K reading: +0.192 kJ/mol
Barrier change for +5% separation: -0.099 kJ/mol
Full splitting, k_ex / event rate: 1.000 (dimensionless)
One bridge opening, k_ex / event rate: 0.500 (dimensionless)
Largest random-history signal error: 0.0025 (dimensionless)
checks complete
```
